**Axial powder lineshape: divergence, step and broadening**

The program tests the density $p(\nu)=1/[2\sqrt{\Delta(\nu-\nu_\perp)}]$ for $0<(\nu-\nu_\perp)/\Delta<1$, where $\nu_\parallel$ and $\nu_\perp$ are the frequency offsets with the tensor axis along and across the field, and $\Delta=\nu_\parallel-\nu_\perp$. It diagonalizes the spin-1/2 Hamiltonian and asserts the size of the error made by the first-order frequency. It compares binned frequencies from one million random field directions with the integrated density for both signs of $\Delta$; the largest deviation is 1.27 standard deviations. Numerical differentiation of the solid angle agrees with the density to a relative $3.5\times10^{-7}$ at the interior points tested. Further assertions cover the edge fractions, mean, median and variance, and show that a weight uniform in $\theta$ gives the wrong growth law at the parallel edge. With Gaussian broadening of standard deviation $s$, the output shows a perpendicular peak displaced inward by $0.765\,s$, whose height halves when $s$ is made four times larger. The intensity at $\nu_\parallel$ stays close to half the ideal step.

## Check in Python

```python
"""Powder lineshape of one transition with an axial second-rank shift.

Result under test, with D = nu_par - nu_perp of either sign:
    p(nu) = 1 / (2 sqrt(D (nu - nu_perp)))  for 0 < (nu - nu_perp)/D < 1,
and zero outside.  It diverges at nu_perp and has a step 1/(2|D|) at nu_par.
nu_par, nu_perp : frequency offsets for tensor axis along / across the field
nu_iso          : isotropic offset;  delta = nu_par - nu_iso
theta           : angle between tensor axis and static field
larmor          : reference Larmor frequency
Frequencies are in kHz, densities in 1/kHz.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

larmor, nu_iso, delta = 1.0e5, 2.0, 8.0


def principal_values(iso, aniso):
    return iso + aniso, iso - aniso / 2


def shift_tensor(axis, par, perp):
    return perp * np.eye(3) + (par - perp) * np.outer(axis, axis)


def density(nu, par, perp):
    return 1 / (2 * np.sqrt((par - perp) * (nu - perp)))


nu_par, nu_perp = principal_values(nu_iso, delta)
D = nu_par - nu_perp


def tensor_at(theta):
    axis = np.array([np.sin(theta), 0.0, np.cos(theta)])
    return shift_tensor(axis, nu_par, nu_perp)


def frequency(theta):
    return tensor_at(theta)[2, 2]


# High-field truncation: diagonalize the complete spin-1/2 Hamiltonian.
Ix = np.array([[0, 1], [1, 0]]) / 2
Iz = np.array([[1, 0], [0, -1]]) / 2
errors, tilts, losses = [], [], []
for theta in np.linspace(0, np.pi / 2, 91):
    field = tensor_at(theta)[2] + np.array([0, 0, larmor])
    energies, states = np.linalg.eigh(field[0] * Ix + field[2] * Iz)
    error = energies[1] - energies[0] - larmor - frequency(theta)
    predicted = (D * np.sin(theta) * np.cos(theta))**2 / (2 * larmor)
    assert abs(error - predicted) < 1e-3 * D**2 / (8 * larmor)
    p2_form = nu_iso + delta * (3 * np.cos(theta)**2 - 1) / 2
    assert abs(frequency(theta) - p2_form) < 1e-12
    errors.append(error)
    tilts.append(abs(np.arctan2(field[0], field[2])))
    losses.append(1 - 4 * (states[:, 0] @ Ix @ states[:, 1])**2)
assert abs(max(tilts) / (D / (2 * larmor)) - 1) < 1e-3
assert max(losses) < 1.01 * max(tilts)**2

# Isotropic random field directions, a tilted tensor axis, both signs of D.
rng = np.random.default_rng(12345)
samples = 1_000_000
directions = rng.normal(size=(samples, 3))
directions /= np.linalg.norm(directions, axis=1)[:, None]
tilted_axis = np.array([1.0, 2.0, 2.0]) / 3
worst_sigma = 0.0
for aniso in (delta, -delta):
    par, perp = principal_values(nu_iso, aniso)
    V = shift_tensor(tilted_axis, par, perp)
    nus = np.sum((directions @ V) * directions, axis=1)
    assert nus.min() > min(par, perp) - 1e-9
    assert nus.max() < max(par, perp) + 1e-9
    edges = np.linspace(min(par, perp), max(par, perp), 13)
    counts = np.histogram(nus, bins=edges)[0]
    for count, low, high in zip(counts, edges[:-1], edges[1:]):
        q = quad(density, low, high, args=(par, perp))[0]
        sigma = np.sqrt(q * (1 - q) / samples)
        worst_sigma = max(worst_sigma, abs(count / samples - q) / sigma)
assert worst_sigma < 5


# Solid angle on a hemisphere, from sin(theta), up to a given frequency.
def angle_for(nu):
    return brentq(lambda t: frequency(t) - nu, 0, np.pi / 2, xtol=1e-14)


def fraction_from_perp(nu):
    return quad(np.sin, angle_for(nu), np.pi / 2, epsabs=1e-13)[0]


def fraction_from_par(nu):
    return quad(np.sin, 0, angle_for(nu), epsabs=1e-13)[0]


step = 1e-3
worst_density = 0.0
for u in np.linspace(0.05, 0.95, 19):
    nu = nu_perp + u * D
    slope = (fraction_from_perp(nu + step)
             - fraction_from_perp(nu - step)) / (2 * step)
    ratio = slope / density(nu, nu_par, nu_perp)
    worst_density = max(worst_density, abs(ratio - 1))
assert worst_density < 1e-5

# Edge laws: widen the window at each edge by a factor of four.
eps = 0.01
growth_perp = (fraction_from_perp(nu_perp + 4 * eps)
               / fraction_from_perp(nu_perp + eps))
growth_par = (fraction_from_par(nu_par - 4 * eps)
              / fraction_from_par(nu_par - eps))
growth_wrong = angle_for(nu_par - 4 * eps) / angle_for(nu_par - eps)
assert abs(growth_perp - 2) < 1e-6
assert abs(growth_par - 4) < 0.01
assert abs(growth_wrong - 2) < 0.01
near_perp = fraction_from_perp(nu_perp + 1)
near_par = fraction_from_par(nu_par - 1)
assert abs(near_perp - np.sqrt(1 / D)) < 1e-9
assert abs(near_par - (1 - np.sqrt(1 - 1 / D))) < 1e-9

# Moments of the lineshape against averages of the closed expressions.
area = quad(density, nu_perp, nu_par, args=(nu_par, nu_perp))[0]
mean = quad(lambda v: v * density(v, nu_par, nu_perp), nu_perp, nu_par)[0]
variance = quad(lambda v: (v - mean)**2 * density(v, nu_par, nu_perp),
                nu_perp, nu_par)[0]
median = brentq(lambda v: fraction_from_perp(v) - 0.5,
                nu_perp + 0.1, nu_par - 0.1)
assert abs(area - 1) < 1e-6 and abs(mean - nu_iso) < 1e-6
assert abs(variance - 4 * D**2 / 45) < 1e-5
assert abs(variance - delta**2 / 5) < 1e-5
assert abs(median - (nu_perp + D / 4)) < 1e-8

# Gaussian broadening, integrated directly over orientations.
nodes, weights = np.polynomial.legendre.leggauss(1000)
cosines, weights = (nodes + 1) / 2, weights / 2
orientation_nus = np.array([frequency(t) for t in np.arccos(cosines)])


def broadened(nu, s):
    z = (nu - orientation_nus) / s
    return weights @ np.exp(-z**2 / 2) / (s * np.sqrt(2 * np.pi))


broad = []
for s in (0.1, 0.4):
    peak = minimize_scalar(lambda v: -broadened(v, s), method="bounded",
                           bounds=(nu_perp - s, nu_perp + 3 * s),
                           options={"xatol": 1e-9})
    at_par = broadened(nu_par, s)
    relative = at_par * 4 * D - 1
    assert abs(relative - s / (np.sqrt(2 * np.pi) * D)) < (s / D)**2
    broad.append((s, peak.x, -peak.fun, (peak.x - nu_perp) / s, at_par))
height_ratio = broad[0][2] / broad[1][2]
assert abs(height_ratio - 2) < 1e-6
assert abs(broad[0][3] - broad[1][3]) < 1e-4
assert broad[0][3] > 0

print(f"Larmor frequency: {larmor:.0f} kHz")
print(f"isotropic offset nu_iso: {nu_iso:.3f} kHz")
print(f"anisotropy delta: {delta:.3f} kHz")
print(f"parallel edge nu_par: {nu_par:.3f} kHz")
print(f"perpendicular edge nu_perp: {nu_perp:.3f} kHz")
print(f"width D = nu_par - nu_perp: {D:.3f} kHz")
print(f"largest first-order frequency error: {max(errors):.3e} kHz")
print(f"largest tilt of quantization axis: {max(tilts):.3e} rad")
print(f"largest relative intensity loss: {max(losses):.2e}")
print("cos(theta), theta (deg), nu (kHz), density (1/kHz):")
for c in (0.1, 0.25, 0.5, 1 / np.sqrt(3), 0.75, 1.0):
    t = np.arccos(c)
    nu = frequency(t)
    print(f"  {c:.4f}  {np.degrees(t):.3f}  {nu:.4f}"
          f"  {density(nu, nu_par, nu_perp):.5f}")
print(f"step height at nu_par: {density(nu_par, nu_par, nu_perp):.5f} 1/kHz")
print(f"fraction within 1 kHz of nu_perp: {near_perp:.5f}")
print(f"fraction within 1 kHz of nu_par: {near_par:.5f}")
print(f"edge windows compared: {eps:.2f} and {4 * eps:.2f} kHz")
print(f"growth of fraction at nu_perp: {growth_perp:.4f}")
print(f"growth of fraction at nu_par: {growth_par:.4f}")
print(f"growth at nu_par, wrong uniform-theta weight: {growth_wrong:.4f}")
print(f"area: {area:.6f}")
print(f"mean: {mean:.5f} kHz")
print(f"median: {median:.5f} kHz")
print(f"variance: {variance:.4f} kHz^2")
print(f"standard deviation: {np.sqrt(variance):.4f} kHz")
print(f"random directions: {samples}")
print(f"largest bin deviation, both signs of D: {worst_sigma:.2f} sigma")
print(f"largest relative density deviation: {worst_density:.1e}")
for s, position, height, shift, at_par in broad:
    print(f"Gaussian broadening s: {s:.1f} kHz")
    print(f"  peak position: {position:.4f} kHz")
    print(f"  peak height: {height:.5f} 1/kHz")
    print(f"  inward peak displacement / s: {shift:.4f}")
    print(f"  intensity at nu_par: {at_par:.5f} 1/kHz")
print(f"half of step height: {1 / (4 * D):.5f} 1/kHz")
print(f"ratio of the two peak heights: {height_ratio:.5f}")
print("PASS")
```

It prints:

```
Larmor frequency: 100000 kHz
isotropic offset nu_iso: 2.000 kHz
anisotropy delta: 8.000 kHz
parallel edge nu_par: 10.000 kHz
perpendicular edge nu_perp: -2.000 kHz
width D = nu_par - nu_perp: 12.000 kHz
largest first-order frequency error: 1.800e-04 kHz
largest tilt of quantization axis: 6.000e-05 rad
largest relative intensity loss: 3.60e-09
cos(theta), theta (deg), nu (kHz), density (1/kHz):
  0.1000  84.261  -1.8800  0.41667
  0.2500  75.522  -1.2500  0.16667
  0.5000  60.000  1.0000  0.08333
  0.5774  54.736  2.0000  0.07217
  0.7500  41.410  4.7500  0.05556
  1.0000  0.000  10.0000  0.04167
step height at nu_par: 0.04167 1/kHz
fraction within 1 kHz of nu_perp: 0.28868
fraction within 1 kHz of nu_par: 0.04257
edge windows compared: 0.01 and 0.04 kHz
growth of fraction at nu_perp: 2.0000
growth of fraction at nu_par: 4.0025
growth at nu_par, wrong uniform-theta weight: 2.0008
area: 1.000000
mean: 2.00000 kHz
median: 1.00000 kHz
variance: 12.8000 kHz^2
standard deviation: 3.5777 kHz
random directions: 1000000
largest bin deviation, both signs of D: 1.27 sigma
largest relative density deviation: 3.5e-07
Gaussian broadening s: 0.1 kHz
  peak position: -1.9235 kHz
  peak height: 0.46608 1/kHz
  inward peak displacement / s: 0.7650
  intensity at nu_par: 0.02090 1/kHz
Gaussian broadening s: 0.4 kHz
  peak position: -1.6940 kHz
  peak height: 0.23304 1/kHz
  inward peak displacement / s: 0.7650
  intensity at nu_par: 0.02112 1/kHz
half of step height: 0.02083 1/kHz
ratio of the two peak heights: 2.00000
PASS
```
